# Coates pile-up correction and lifetime recovery from first-photon timing histograms

A fluorescence lifetime is to be measured in 0.40 s with a pulsed laser and a single-photon avalanche diode, and the laser power has to be chosen. At low power few cycles give a photon and the lifetime is noisy. At high power many cycles give several photons, but the electronics record the first one alone, and the histogram no longer has the shape of the decay. The choice depends on whether that distortion can be undone, and at what cost in noise.

## What the recorded histogram measures

Time $t$ runs from the opening of the detector gate in each laser cycle. The pulse arrives at $t_0$. In this model, detectable events form a Poisson process with the same rate in every cycle,

$$\lambda(t)=\frac{m}{\tau}e^{-(t-t_0)/\tau}+r\quad(t>t_0),\qquad \lambda(t)=r\quad(t<t_0).$$

Here $\tau$ is the lifetime, $m$ the mean number of detectable signal photons per cycle and $r$ the background rate. Optical losses and detector efficiency are contained in $m$. The detector is assumed live whenever a gate opens, and after an event it stays off until the next gate.

Let $M(t)=\int_0^t\lambda\,dt'$. For $t>t_0$ this is

$$M(t)=mF(t)+rt,\qquad F(t)=1-e^{-(t-t_0)/\tau},$$

and before the pulse $F=0$. A short interval $dt'$ contains no event with probability $1-\lambda\,dt'$. Multiplying these factors, which are independent, gives the probability that a cycle is still live at $t$:

$$S(t)=e^{-M(t)}.$$

Bin $i$ runs from $t_i$ to $t_{i+1}=t_i+\Delta$. An ideal detector that records every event would count on average $\mu_i=M(t_{i+1})-M(t_i)$ events per cycle there. The real one records a first event with probability

$$P_i=S(t_i)-S(t_{i+1})=S(t_i)\left(1-e^{-\mu_i}\right).$$

With $n_i$ counts after $N$ cycles, the naive estimate $n_i/N$ therefore estimates $P_i$, not $\mu_i$. Two things are wrong with it. The factor $S(t_i)$ suppresses late bins, because many cycles have already ended. The factor $1-e^{-\mu_i}$ counts several events in one bin as one.

## Why low power is not a complete cure

Take $r=0$, a gate much longer than $\tau$, and the scaled delay $y=(t-t_0)/\tau$. Then $S(y)=\exp[-m(1-e^{-y})]$, which tends to $e^{-m}$. The density of first events is $-dS/dy$, and a cycle has an event with probability $1-e^{-m}$. Integration by parts gives the mean recorded delay:

$$\frac{\langle t-t_0\rangle}{\tau}
=\frac{\int_0^\infty y\,(-dS/dy)\,dy}{1-e^{-m}}
=\frac{\int_0^\infty [S(y)-e^{-m}]\,dy}{1-e^{-m}}.$$

The boundary term vanishes because $S-e^{-m}$ falls as $e^{-y}$. Now expand the integrand,

$$S-e^{-m}=e^{-m}\left(e^{me^{-y}}-1\right)=e^{-m}\sum_{k\ge1}\frac{m^k}{k!}e^{-ky},$$

and use $\int_0^\infty e^{-ky}dy=1/k$:

$$\frac{\langle t-t_0\rangle}{\tau}=\frac{1}{e^m-1}\sum_{k\ge1}\frac{m^k}{k\,k!}
=\frac{m+m^2/4+\dots}{m+m^2/2+\dots}\simeq1-\frac m4 .$$

For an undistorted exponential the ratio would be 1. At $m=0.05$ it is 0.9875, so a 4 ns lifetime read from the mean delay comes out 50 ps short. More cycles reduce the noise but not this error. At $m=1.5$ the ratio is 0.666. For $m\gg1$ the first event comes while $1-e^{-y}\simeq y$, so $S\simeq e^{-my}$ and the ratio tends to $1/m$: the recorded delay then reflects the brightness as well as the lifetime.

## Dividing by the cycles that are still live

The factor $S(t_i)$ does not have to be modelled, because the data contain it. The number of cycles live at the start of bin $i$ is

$$R_i=N-\sum_{j<i}n_j .$$

Each of these has its first event in the bin with probability $p_i=P_i/S(t_i)=1-e^{-\mu_i}$. Replacing $p_i$ by the observed fraction $n_i/R_i$ and solving for $\mu_i$ gives the Coates correction:

$$\boxed{\hat\mu_i=-\ln\left(1-\frac{n_i}{R_i}\right)}$$

This is also the maximum-likelihood estimate when every $\mu_i$ is free. Write $q_j=1-p_j=e^{-\mu_j}$. A first event in bin $i$ requires survival of all earlier bins, so $P_i=p_i\prod_{j<i}q_j$, and a cycle without any event contributes $\prod_jq_j$. In the product over all cycles, $q_j$ appears once for each cycle that was live at the start of bin $j$ and survived it, which is $R_j-n_j$ times. Hence

$$L\propto\prod_j p_j^{\,n_j}q_j^{\,R_j-n_j}.$$

Setting the derivative of $\ln L$ to zero gives $n_j/p_j=(R_j-n_j)/(1-p_j)$, so $\hat p_j=n_j/R_j$. Since $\ln L$ is concave in $p_j$, this is the maximum, and since $\mu_j$ is a monotonic function of $p_j$, it carries over to $\hat\mu_j$.

Nothing was assumed about the shape of $\lambda(t)$ within a bin, so the bin may be wide; the cost is time resolution. If $n_i\ll R_i$ the logarithm reduces to $n_i/R_i$, and if in addition $R_i\simeq N$ the naive estimate returns. If $n_i=R_i$ the estimate is infinite: the data give no finite value for that bin and nothing about later ones.

## The noise after correction

At given $R_i$, $n_i$ is binomial. Put $n_i/R_i=p_i+\delta$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=p_iq_i/R_i$. Then

$$\hat\mu_i=-\ln(q_i-\delta)=\mu_i+\frac{\delta}{q_i}+\frac{\delta^2}{2q_i^2}+\dots$$

Since $p_i/q_i=e^{\mu_i}-1$, the leading variance and bias are

$$\mathrm{var}(\hat\mu_i)\simeq\frac{e^{\mu_i}-1}{R_i},\qquad
\langle\hat\mu_i\rangle-\mu_i\simeq\frac{e^{\mu_i}-1}{2R_i}.$$

For the same $\mu_i$, a late bin is noisier than an early one, because $R_i$ has shrunk.

Different bins are uncorrelated to leading order. For $i<j$, fix the outcome of all bins before $j$. The conditional mean of $\hat\mu_j$ is then $\mu_j$ plus a bias of order $1/R_j$. It depends on earlier counts only through that bias, whose fluctuations are of order $N^{-3/2}$. Those of $\hat\mu_i$ are of order $N^{-1/2}$, so the covariance is of order $N^{-2}$, against variances of order $N^{-1}$.

Raw counts behave differently, since a cycle used up in one bin is missing from another. Take 200 cycles and three bins with means 0.7, 0.5 and 0.4. The first two have $P_1=0.503$ and $P_2=0.195$, and the multinomial correlation of their counts is $-\sqrt{P_1P_2/[(1-P_1)(1-P_2)]}=-0.496$. In 400,000 simulated repeats the raw correlation was $-0.496$, and that of the corrected values was 0.004.

## From corrected bins to a lifetime

The fit starts at a bin edge $t_s$ after the pulse. With $u_i=t_i-t_s$ and $e_i=e^{-u_i/\tau}$, integrating $\lambda$ over a bin gives

$$\mu_i=a(e_i-e_{i+1})+r\Delta,\qquad a=m\,e^{-(t_s-t_0)/\tau}.$$

The parameters are $\theta=(a,\tau,r)$, and the derivatives that form the matrix $J$ are

$$\frac{\partial\mu_i}{\partial a}=e_i-e_{i+1},\quad
\frac{\partial\mu_i}{\partial\tau}=\frac{a}{\tau^2}(u_ie_i-u_{i+1}e_{i+1}),\quad
\frac{\partial\mu_i}{\partial r}=\Delta .$$

Because the bins are uncorrelated to leading order, the weight matrix $W$ is diagonal, with inverse variances $R_i/(e^{\mu_i}-1)$. Linearizing the model about the current parameters and minimizing the weighted squares gives the step

$$\delta\theta=(J^TWJ)^{-1}J^TW(\hat\mu-\mu).$$

Near the solution the parameter error is the same linear map applied to noise of covariance $W^{-1}$, so its covariance is $(J^TWJ)^{-1}$. The weights use the model $\mu_i$, not the data: an empty bin has $\hat\mu_i=0$ and would otherwise receive infinite weight.

```
live = N
for each bin i, from the opening of the gate:
    if live == 0 or n[i] == live: stop
    R[i]  = live
    mu[i] = -log(1 - n[i]/R[i])
    live  = live - n[i]
r   = mean of mu over the last bins / width
a   = sum of (mu - r*width) over the fit range
tau = sum of (mu - r*width)*(bin centre - ts) / a
repeat until the relative step is negligible:
    compute model, J and W; add the step,
    halving it while a parameter would become <= 0
```

The starting values assume a fit range much longer than $\tau$. The sweep starts at the opening of the gate even though the fit starts later, because cycles ended by earlier events are no longer live.

## A decay of known lifetime

The example has $\tau=4.0$ ns, $m=1.5$, $t_0=2.0$ ns and $t_s=3.0$ ns. The gate lasts 50 ns, the bins are 0.2 ns wide and the laser period is 200 ns. The background is $5\times10^4$ per second, and $2\times10^6$ cycles take 0.40 s. The simulation draws a Poisson number of photons for each cycle, gives each an exponential delay, adds uniform background and keeps the earliest event. A second histogram keeps all events, as an ideal detector would.

Of 3,008,364 events in the gates, 1,556,277 were recorded. In the bin starting at 4.0 ns, $n=48{,}178$ and $R=1{,}107{,}554$, so

$$\hat\mu=-\ln\left(1-\frac{48178}{1107554}\right)=-\ln(1-0.04350)=0.04447 .$$

The true value is 0.04438 and the predicted standard deviation is $\sqrt{(e^{0.04438}-1)/1107554}=0.00020$. The naive value, 0.02409, is 54% of the truth. Over all 250 bins the squared deviation of $\hat\mu_i$ from the truth, divided by its predicted variance, averages 1.02.

An exponential plus a constant fitted to the uncorrected histogram gives 2.86 ns, 28% too short, with a reduced chi-square of 84. After correction the same model gives

$$\tau=4.006\pm0.005\ \text{ns},$$

1.3 standard errors from the true value, with a reduced chi-square of 0.99. Maximizing the first-event likelihood directly over $(a,\tau,r)$ also gives 4.006 ns. The ideal histogram gives 4.002 ns.

## Choosing the laser power

The table keeps the number of cycles, gate, background and fit range fixed and varies $m$. The predicted error comes from $(J^TWJ)^{-1}$, the scatter from 200 simulated histograms.

| $m$ | predicted error (ps) | scatter (ps) |
|---|---|---|
| 0.05 | 17.5 | 16.1 |
| 0.5 | 5.9 | 6.0 |
| 1.5 | 5.0 | 5.0 |
| 3.0 | 6.4 | 6.9 |

A standard deviation from 200 repeats is itself uncertain by about 5%, so the largest differences, 8 to 9%, are less than two of its standard errors.

The optimum can be bracketed for narrow bins and negligible background. The weight is then $NS_i/\mu_i$. With $g_i=\partial\ln\mu_i/\partial\tau$, which does not depend on $m$, the information on $\tau$ left after fitting the amplitude is

$$I=\min_c\sum_i N S_i\mu_i(g_i-c)^2,\qquad S_i\mu_i\propto m\,e^{-mF(t_i)} .$$

The constant $c$ removes the part of $g_i$ that a change of amplitude can imitate. At fixed $c$ each term rises with $m$ until $m=1/F(t_i)$ and then falls. In the fit range $F$ runs from $1-e^{-1/4}=0.22$ to nearly 1, so every term rises for $m<1$ and falls for $m>4.5$. The minimum over $c$ inherits both trends, and the best $m$ lies between these values.

Since the variance falls as $1/N$, working at $m=1.5$ instead of 0.05 reaches the same error in 12.4 times less time at the same repetition rate. Most of this gain is already present at $m=0.5$: $(17.5/5.9)^2\simeq8.8$. That is the safer choice when the cycle count, the pulse stability or the number of emitters is in doubt, because the lifetime errors they cause, described below, are smaller at lower $m$. It does not reduce the small shift from afterpulsing.

## Where the correction fails

**Wrong number of cycles.** $N$ must include the empty cycles. If it is 1% too large, every $R_i$ is too large by $0.01N$. That is 1% of the live cycles at the start, but about 4.5% at the end, where some 22% remain live. Late rates are underestimated, and the lifetime shifts by $-36$ ps, seven standard errors. Leaving out the counts before $t_s$ makes an error of the same sign.

**Unsteady pulses.** If $m$ varies from pulse to pulse as a narrow Gaussian of relative width $s$, averaging $e^{-mF}$ gives $\exp(-mF+s^2m^2F^2/2)$. The corrected rate is reduced by the factor $1-s^2mF$, most strongly at late times. For $s=0.03$ the lifetime shifts by $-1.3$ ps. The effect scales as $s^2$ to leading order, which suggests about $-14$ ps for $s=0.1$.

**Few emitters.** Let $K$ emitters each give at most one photon per pulse, with detection probability $m/K$. Without background $S=(1-mF/K)^K$, so

$$-\ln S=-K\ln\left(1-\frac{mF}{K}\right)=mF+\frac{m^2F^2}{2K}+\dots$$

Late rates are now overestimated; for $K=1000$ the shift is $+1.4$ ps. For $K=1$, $S=1-mF$ and $P_i=m[F(t_{i+1})-F(t_i)]$. The raw histogram then already has the shape of the decay, and the correction would spoil it.

**The detector.** The example is in the regime of a nanosecond dye and a fast-gated silicon diode, with round, roughly typical values. The recorded rate, $1{,}556{,}277/0.40\ \text{s}\simeq3.9\times10^6$ per second, is demanding, and the background is meant as stray light, well above the dark rate of a good small diode. Real diodes have timing jitter and afterpulsing. A 40 ps rms jitter, with a 200 ps diffusion tail for 20% of events, shifts the lifetime by $-0.9$ ps when the delay is added to the event already selected as first. A diffusion delay precedes the avalanche, so it can instead act on each photon before the first is selected; the same response then gives about $+0.6$ ps. Only the size, below 1 ps, is common to both cases. To first order such a response delays the whole histogram, which changes $a$ but not $\tau$. Afterpulses with a total release probability of 3% and a 50 ns release time shift it by $+0.5$ ps; the 150 ns between gates lets most traps empty.

With $s=0.03$, $K=1000$ and the detector values above, each of these device and source shifts is below the 5 ps statistical error, but none shrinks with longer acquisition. A free-running diode that can still be dead when a cycle begins violates the definition of $R_i$; that case needs a count of the cycles actually live and is not sized here. The numerical output below lists three more bins and the settings used.

## Computed results

```
true lifetime 4.0 ns; signal photons per cycle 1.5
period 200 ns; gate 50 ns; bin 0.2 ns
pulse at 2.0 ns; fit starts at 3.0 ns
background 50000 1/s; cycles 2000000
acquisition time 0.40 s
recorded first events 1556277
all events in gate 3008364
recorded events per cycle 0.7781
largest error of mu from event-number sum 7.8e-16
mean recorded delay / tau at m=0.05: 0.98754
mean recorded delay / tau at m=1.5: 0.66594
bin start ns | n | R | n/N | mu Coates | all events/N | mu true
2.0 | 141675 | 1999808 | 0.070837 | 0.073479 | 0.073485 | 0.073166
4.0 | 48178 | 1107554 | 0.024089 | 0.044474 | 0.044442 | 0.044381
8.0 | 10211 | 622558 | 0.005105 | 0.016538 | 0.016415 | 0.016333
16.0 | 1075 | 465246 | 0.000538 | 0.002313 | 0.002218 | 0.002219
mean squared deviation/variance, Coates vs truth 1.024
mean squared deviation/variance, raw vs truth 3377.3
lifetime, uncorrected fit 2.8636 ns
lifetime, Coates and weighted fit 4.0064 ns
standard error of corrected lifetime 4.98 ps
lifetime, direct first-event likelihood 4.0064 ns
lifetime, ideal multi-hit histogram 4.0016 ns
recovered signal photons per cycle 1.5032
recovered background 50300 1/s
reduced chi-square: corrected 0.988, raw 84.44
small-sample correlation, bins 1-2: raw -0.496, Coates 0.0040
m | predicted error ps | scatter ps | mean tau ns (200 repeats)
0.05 | 17.48 | 16.06 | 3.9977
0.50 | 5.91 | 5.97 | 4.0004
1.50 | 4.97 | 5.02 | 4.0000
3.00 | 6.35 | 6.91 | 3.9994
time saved at equal error, m=1.5 against 0.05: factor 12.4
jitter rms 40 ps; tail share 0.2, tail time 200 ps
trap release probability 0.03, time 50 ns
pulse-energy rms 0.03; emitters 1000
lifetime shift, jitter and diffusion tail: -0.851 ps
lifetime shift, afterpulses from earlier cycles: +0.451 ps
lifetime shift, pulse-energy fluctuation: -1.283 ps
lifetime shift, finite number of emitters: +1.426 ps
lifetime shift, N too large by 1%: -36.17 ps
```
